\section*{Thermalization energy and the moving barrier front in bias instability, part 1}

(Sections cited here and not found follow in the second part.)

\section{The moving front}

\subsection{What a single rate constant gets wrong}

A thin-film transistor is held under gate bias at 330 K. After 100 s its threshold voltage has moved by 0.52 V, and the shift is known to saturate at 5.0 V. Suppose that the shift is produced by many identical sites, each converting with the same rate constant $k_1$. The converted fraction after 100 s is $0.52/5.0=0.104$, so
\begin{equation}
k_1=-\frac{\ln(1-0.104)}{100\ \mathrm{s}}=1.1\times10^{-3}\ \mathrm{s^{-1}} .
\end{equation}
After 1000 s the predicted shift is $5.0\,(1-e^{-1.1})=3.3$ V. In the model device treated in the second half of these notes, from which the 0.52 V is taken, the shift after 1000 s is 1.0 V. The single rate constant overestimates it by a factor of more than three.

In the model device the fault lies in the assumption of one barrier. In a disordered film the local surroundings differ from site to site, and so do the barriers. A rate depends exponentially on its barrier, so a modest spread of barriers becomes a spread of rates over many powers of ten. Sites with low barriers convert early and those with high barriers late. The useful description is then an energy that says how far up the barrier distribution the conversion has advanced. That energy is close to $kT\ln(\nu t)$, where $\nu$ is the attempt frequency. How close, and under what conditions, is derived here. A spread of barriers is one possible origin of slow, non-exponential shifts in real transistors. Tunnelling to traps at a range of depths, or a rate that falls as the threshold moves, can give a similar time dependence, so the time dependence at one temperature does not by itself establish a distribution of barriers.

\subsection{The model}

A site is any local arrangement that can change once, by trapping a carrier or by a structural rearrangement, and thereby contribute to the threshold shift. The assumptions are these.
\begin{enumerate}
\item The sites are independent. A site with barrier $E$ converts at the rate
\begin{equation}
k(E)=\nu\,e^{-E/kT},
\label{eq:rate}
\end{equation}
where $k$ without an argument is the Boltzmann constant, $T$ the temperature, and $\nu$ is common to all sites.
\item Conversion is irreversible during the stress.
\item Temperature, gate bias and illumination, if any, are constant, and the barriers do not change as conversion proceeds.
\item The barriers have a density $g(E)$ with $\int g\,dE=1$. The cumulative distribution $G(E)=\int_{-\infty}^{E}g(E')\,dE'$ is the fraction of sites with barriers below $E$.
\item The magnitude of the threshold shift is proportional to the converted fraction $F(t)$:
\begin{equation}
\Delta V(t)=V_{\mathrm{sat}}\,F(t).
\label{eq:shift}
\end{equation}
\end{enumerate}
Energies are quoted in eV. Time $t$ runs from the start of the stress, when no site has converted.

\subsection{One barrier}

Let $p(t)$ be the probability that a site with barrier $E$ has converted by time $t$. Only unconverted sites can convert, so $dp/dt=k(E)(1-p)$ with $p(0)=0$. Separating variables gives $-\ln(1-p)=k(E)\,t$, hence
\begin{equation}
p(E,t)=1-\exp\!\left(-\nu t\,e^{-E/kT}\right).
\label{eq:single}
\end{equation}
The product $\nu t$ is a pure number and can be written as an exponential, $\nu t=e^{\ln(\nu t)}$. With the definition
\begin{equation}
E_{\mathrm{th}}(t)=kT\ln(\nu t)
\label{eq:eth}
\end{equation}
we have $\nu t\,e^{-E/kT}=e^{E_{\mathrm{th}}/kT}e^{-E/kT}$, and therefore
\begin{equation}
p(E,t)=1-\exp\!\left[-e^{-(E-E_{\mathrm{th}})/kT}\right].
\label{eq:front}
\end{equation}
Time now enters through $E_{\mathrm{th}}$, the thermalization energy. As a function of $E$, the probability $p$ is a step of fixed shape that slides towards higher barriers as time passes. Several $kT$ below $E_{\mathrm{th}}$ the inner exponential is large and $p$ is close to 1. Several $kT$ above, it is small and $p\simeq e^{-(E-E_{\mathrm{th}})/kT}$, which is close to 0. At $E=E_{\mathrm{th}}$ the inner exponential equals 1 and $p=1-e^{-1}=0.632$.

The step is not sharp. To find the barrier $E_c$ at which a given probability $c$ is reached, set $p=c$ in Eq.~\eqref{eq:front}. Then $e^{-(E_c-E_{\mathrm{th}})/kT}=-\ln(1-c)$, and a second logarithm gives
\begin{equation}
E_c=E_{\mathrm{th}}-kT\ln\!\left[-\ln(1-c)\right].
\label{eq:level}
\end{equation}
The distance between the barriers with 90\,\% and 10\,\% conversion is
\begin{equation}
E_{0.1}-E_{0.9}=kT\ln\frac{-\ln 0.1}{-\ln 0.9}=3.08\,kT .
\label{eq:width}
\end{equation}
Since $dE_{\mathrm{th}}/d\ln t=kT$, the step advances by $kT\ln 10=2.30\,kT$ per decade of time. A site of given barrier is thus passed by this part of the step in $3.08/2.30=1.34$ decades. A single-barrier model therefore goes from 10\,\% to 90\,\% conversion within 1.34 decades, whatever its rate constant, and this explains the failure in the opening example.

\subsection{The converted fraction as an average over the front}

The converted fraction is the integral of $p$ over the barriers,
\begin{equation}
F(t)=\int g(E)\,\Bigl\{1-\exp\!\left[-e^{-(E-E_{\mathrm{th}})/kT}\right]\Bigr\}\,dE .
\label{eq:F}
\end{equation}
It can be rewritten in a form that shows at once where the front lies on average. The waiting time $\tau$ of a site has the survival probability $e^{-k(E)\tau}$. Hence $U=k(E)\,\tau$ has the survival probability $e^{-U}$ whatever the barrier: $U$ is an exponential random variable of mean 1. The site has converted by time $t$ if $\tau\le t$, that is, if
\begin{equation}
U\le \nu t\,e^{-E/kT}.
\end{equation}
Taking logarithms, multiplying by $kT$ and solving for $E$ gives
\begin{equation}
E\le kT\ln(\nu t)-kT\ln U=E_{\mathrm{th}}+kT\,X,\qquad X=-\ln U .
\label{eq:condition}
\end{equation}
For a fixed value of $X$, the fraction of sites that satisfies this condition is $G(E_{\mathrm{th}}+kTX)$, because $U$ is independent of the barrier. Averaging over $X$,
\begin{equation}
F(t)=\bigl\langle G(E_{\mathrm{th}}+kT\,X)\bigr\rangle .
\label{eq:exact}
\end{equation}
No approximation has been made beyond the model. Each site behaves as if it met a sharp front, but the position of that front carries a random offset $kTX$. The offset expresses the chance in the moment of a thermally activated jump.

\subsection{Mean and spread of the offset}

The moments of $X$ follow from the average of $e^{sX}=U^{-s}$, taken for $s<1$:
\begin{equation}
\langle e^{sX}\rangle=\int_0^\infty u^{-s}e^{-u}\,du=\Gamma(1-s).
\label{eq:mgf}
\end{equation}
To expand the logarithm of this function we use Euler's product for the gamma function,
\begin{equation}
\Gamma(1-s)=\lim_{n\to\infty}\frac{n!\;n^{1-s}}{(1-s)(2-s)\cdots(n+1-s)} .
\end{equation}
Write each factor in the denominator as $m-s=m(1-s/m)$. The factors $m$ multiply to $(n+1)!$, and $n!/(n+1)!=1/(n+1)$. Since $n/(n+1)\to1$,
\begin{equation}
\ln\Gamma(1-s)=\lim_{n\to\infty}\left[-s\ln n-\sum_{m=1}^{n+1}\ln\!\left(1-\frac{s}{m}\right)\right].
\end{equation}
For $|s|<1$ insert $-\ln(1-s/m)=s/m+s^2/(2m^2)+s^3/(3m^3)+\dots$ The terms linear in $s$ combine to $s\left(\sum_{m=1}^{n+1}1/m-\ln n\right)$, whose limit is $\gamma s$ with Euler's constant $\gamma=0.5772$. The higher sums are values of the zeta function, $\zeta(r)=\sum_{m\ge1}m^{-r}$. Thus
\begin{equation}
\ln\langle e^{sX}\rangle=\gamma s+\frac{\zeta(2)}{2}s^2+\frac{\zeta(3)}{3}s^3+\dots
\label{eq:cumulants}
\end{equation}
Removing the mean, $\langle e^{s(X-\gamma)}\rangle=\exp[\zeta(2)s^2/2+\zeta(3)s^3/3+\dots]$. Up to third order this is $1+\zeta(2)s^2/2+\zeta(3)s^3/3$. Comparison with the direct expansion $1+\langle(X-\gamma)^2\rangle s^2/2+\langle(X-\gamma)^3\rangle s^3/6$, and use of $\zeta(2)=\pi^2/6$, give
\begin{equation}
\langle X\rangle=\gamma,\qquad
\langle (X-\gamma)^2\rangle=\frac{\pi^2}{6},\qquad
\langle (X-\gamma)^3\rangle=2\zeta(3)=2.404 .
\label{eq:moments}
\end{equation}
The mean position of the front is therefore not $E_{\mathrm{th}}$ but
\begin{equation}
E_*(t)=E_{\mathrm{th}}+\gamma kT=kT\ln\!\left(e^{\gamma}\nu t\right),\qquad e^\gamma=1.781 .
\label{eq:estar}
\end{equation}
It lies higher because the step in Eq.~\eqref{eq:front} has a long tail towards high barriers: some sites above $E_{\mathrm{th}}$ jump early by chance.

\subsection{Broad distributions}

Let $g$ be differentiable, with $|g'(E)|\le M$ for all $E$. Taylor's formula for $G$ about $E_*$, with displacement $h=kT(X-\gamma)$, reads
\begin{equation}
G(E_*+h)=G(E_*)+g(E_*)\,h+R,\qquad |R|\le\tfrac12 M h^2 .
\end{equation}
Now average over $X$. The left side becomes $F$ by Eq.~\eqref{eq:exact}. The linear term vanishes because $\langle h\rangle=0$; this is the reason for expanding about $E_*$ and not about $E_{\mathrm{th}}$. With $\langle h^2\rangle=(kT)^2\pi^2/6$ the remainder gives
\begin{equation}
\boxed{\;\bigl|F(t)-G(E_*)\bigr|\le\frac{\pi^2}{12}(kT)^2M\;}
\label{eq:bound}
\end{equation}
This is the precise form of the statement that the distribution has been traversed up to the thermalization energy. The converted fraction is the fraction of barriers below $E_*$, with an error of second order in $kT$. A distribution counts as broad when $(kT)^2M\ll1$. If $E_{\mathrm{th}}$ is used in place of $E_*$, the linear term survives and leaves an error of about $\gamma kT\,g$, which is of first order.

For a smooth density the expansion can be continued. The second- and third-order terms are $\langle h^2\rangle g'/2$ and $\langle h^3\rangle g''/6$, so that
\begin{equation}
F=G(E_*)+\frac{\pi^2}{12}(kT)^2g'(E_*)+\frac{\zeta(3)}{3}(kT)^3g''(E_*)+\dots
\label{eq:series}
\end{equation}
While the front climbs the low-energy side of a peak, $g'>0$, and the leading correction is positive: the spread of the front reaches more sites above $E_*$ than it misses below.

The bound refers to the absolute error of $F$. Early in the stress $F$ itself is small, and the error relative to $F$ can be appreciable even when the bound is small.

\subsection{Two limiting densities}

\textit{Flat density.} Let $g=1/W$ for $0<E<W$ and zero elsewhere. In Eq.~\eqref{eq:F} substitute $z=\nu t\,e^{-E/kT}$, so that $dE=-kT\,dz/z$. The limits $E=0$ and $E=W$ become $b=\nu t$ and $a=\nu t\,e^{-W/kT}$, and the minus sign reverses their order:
\begin{equation}
F=\frac{kT}{W}\int_a^b\frac{1-e^{-z}}{z}\,dz .
\end{equation}
Let $a\ll1\ll b$: the front has left the lower edge and has not reached the upper one. Since $1-e^{-z}\le z$, extending the integral down to $z=0$ adds at most $a$. Integration by parts then gives
\begin{equation}
\int_0^b\frac{1-e^{-z}}{z}\,dz=(1-e^{-b})\ln b-\int_0^b e^{-z}\ln z\,dz\simeq\ln b+\gamma ,
\end{equation}
because $\int_0^\infty e^{-z}\ln z\,dz=\langle\ln U\rangle=-\langle X\rangle=-\gamma$. Hence
\begin{equation}
F=\frac{kT}{W}\bigl[\ln(\nu t)+\gamma\bigr]=\frac{E_*}{W}.
\label{eq:log}
\end{equation}
Within this model, a shift that grows linearly in $\ln t$ thus means that the front is crossing a part of the distribution that is flat when averaged over the width of the front. A regular ripple in the density with a period much shorter than $kT$ leaves no visible trace in the shift. An isolated narrow peak does leave one: its sites add a step in $\ln t$, but the width of that step is set by the front and not by the peak.

\textit{Exponential tail.} Let $G(E)=e^{(E-E_c)/E_a}$ for $E<E_c$, with the front far below $E_c$ and $kT<E_a$. Equations~\eqref{eq:exact} and \eqref{eq:mgf} with $s=kT/E_a$ give
\begin{equation}
F\simeq e^{(E_{\mathrm{th}}-E_c)/E_a}\,\Gamma\!\left(1-\frac{kT}{E_a}\right)\propto(\nu t)^{kT/E_a},
\end{equation}
a power law in time whose exponent is proportional to $T$. As $kT$ approaches $E_a$ the gamma function diverges. The number of sites then rises with $E$ as fast as their conversion probability falls, conversion takes place far above $E_{\mathrm{th}}$, and the picture of a localized front is lost.

\section{Using the front: shifts, spectra and time--temperature equivalence}

\subsection{Symbols and results carried over}

Sites with barrier density $g(E)$ and cumulative distribution $G(E)$ convert irreversibly at the rate $\nu e^{-E/kT}$. The thermalization energy is $E_{\mathrm{th}}=kT\ln(\nu t)$. The converted fraction is $F=\langle G(E_{\mathrm{th}}+kTX)\rangle$, where $X$ has mean $\gamma=0.5772$, variance $\pi^2/6$ and third central moment $2\zeta(3)$. The mean front is $E_*=E_{\mathrm{th}}+\gamma kT$. For a density broad compared with $kT$, $F\simeq G(E_*)$, with the error bound \eqref{eq:bound} and the corrections \eqref{eq:series}. The threshold shift is $\Delta V=V_{\mathrm{sat}}F$.

For a barrier density that is broad compared with $kT$, the converted fraction is close to the fraction of barriers below $E_*=E_{\mathrm{th}}+\gamma kT$, with an error of second order in $kT$. It remains to test this on a Gaussian distribution, to use it for reading barrier densities and comparing stresses at different temperatures, and to see what changes when the distribution is narrow or the assumptions fail.

Numbers in the example were calculated in double precision.
